# Photon Noise in a Resist After Gaussian Blur

## The situation

A chemically amplified resist film exposed to extreme-ultraviolet light absorbs a countable number of photons per square nanometre. Each absorption releases electrons that travel a few nanometres and generate acid molecules, which diffuse during the bake. The chemistry at a given point therefore responds to absorptions in a neighbourhood of that point. Averaging over this neighbourhood reduces the noise caused by the random photon positions. The question is by how much, and what the answer leaves out.

Let $\rho$ be the mean number of absorbed photons per unit area, and let the blur be a normalized Gaussian with standard deviation $s$ **along each axis**. The relative variance of the local exposure $E$ is then

$$
\frac{\operatorname{Var}E}{\langle E\rangle^2}=\frac{1}{4\pi s^2\rho}. \tag{1}
$$

If the blur is specified by its root-mean-square radial displacement $s_r$, then $s_r^2=2s^2$, and the right side becomes $1/(2\pi s_r^2\rho)$.

## Absorbed density

The algebra uses atomic units, in which $\hbar=1$ and a photon of angular frequency $\omega$ has energy $\omega$. A dose $D$ (energy per area) brings $D/\omega$ photons per area. With absorption coefficient $\alpha$ and film thickness $t$, and reflection neglected, a photon is absorbed with probability $p=1-e^{-\alpha t}$, so

$$
\rho=\frac{D}{\omega}\left(1-e^{-\alpha t}\right). \tag{2}
$$

The incident photons are taken to be Poisson distributed. The absorbed ones then are too. A Poisson number $n$ of mean $\lambda$ has generating function $\langle z^n\rangle=e^{\lambda(z-1)}$. Keeping each photon independently with probability $p$ replaces $z$ by $1-p+pz$, which gives $e^{\lambda p(z-1)}$, a Poisson law of mean $\lambda p$.

## Mean, variance and correlation

Absorptions at positions $\mathbf x_i$ produce the exposure

$$
E(\mathbf x)=\sum_i g(\mathbf x-\mathbf x_i),\qquad
g(\mathbf r)=\frac{e^{-r^2/2s^2}}{2\pi s^2},\qquad \int g\,d^2r=1 .
$$

Divide the plane into cells of area $\Delta A$, small compared with $s^2$. Cell $j$ holds $n_j$ absorptions, and $E=\sum_j g_jn_j$. The counts are independent, with $\langle n_j\rangle=\operatorname{Var}n_j=\rho\,\Delta A$. Independence removes all cross terms from the variance, so as $\Delta A\to0$

$$
\langle E\rangle=\rho\int g\,d^2r=\rho,\qquad
\operatorname{Var}E=\rho\int g^2\,d^2r. \tag{3}
$$

For two points separated by $\mathbf d$, the same argument gives the covariance $\rho\int g(\mathbf r)g(\mathbf r+\mathbf d)\,d^2r$. Completing the square,

$$
r^2+|\mathbf r+\mathbf d|^2=2\left|\mathbf r+\tfrac12\mathbf d\right|^2+\tfrac12d^2 ,
$$

and using $\int e^{-r^2/s^2}d^2r=\pi s^2$,

$$
\operatorname{Cov}(d)=\rho\,\frac{\pi s^2}{(2\pi s^2)^2}\,e^{-d^2/4s^2}
=\frac{\rho}{4\pi s^2}\,e^{-d^2/4s^2}. \tag{4}
$$

Setting $d=0$ and dividing by $\langle E\rangle^2=\rho^2$ gives equation (1).

A count in a sharp disc of area $A$ has relative variance $1/(\rho A)$. Equation (1) therefore matches a disc of area $4\pi s^2$, whose radius is $2s$. The match concerns the variance at one point, not the spatial correlation.

For another normalized kernel, equation (3) gives $1/(\rho A_{\rm eff})$ with $A_{\rm eff}=1/\int g^2d^2r$. On a grid of square pixels of side $h$, with weights $w_j$ that sum to one, the corresponding result is $\sum_jw_j^2/(\rho h^2)$. This form is convenient for checking an implementation, because it uses the weights actually applied.

Equation (1) was tested on simulated maps of $2048\times2048$ pixels of side 1 nm. For $s=3$ nm and $\rho=0.05$ nm$^{-2}$ the relative variance was 0.1763, against 0.1768 from the formula. For $s=6$ nm and $\rho=0.02$ nm$^{-2}$ it was 0.1102, against 0.1105. At separation $2s$ the correlations were 0.369 and 0.367, against $e^{-1}=0.368$.

## The distribution behind the variance

Equation (1) holds at any density, but it does not make the exposure Gaussian. Rare low or high exposures can cause printing defects, so the full distribution matters.

For one cell, the Poisson generating function gives $\ln\langle e^{iqg_jn_j}\rangle=\rho\,\Delta A\,(e^{iqg_j}-1)$. Independent cells add their logarithms. Define $Y=E/g(0)$ and $u=g/g(0)=e^{-r^2/2s^2}$. Since $du=-(r/s^2)u\,dr$, the area element $2\pi r\,dr$ equals $-2\pi s^2\,du/u$, and $u$ runs from 1 to 0 as $r$ grows. Hence

$$
\ln\phi(\theta)=\ln\langle e^{i\theta Y}\rangle
=N\int_0^1\frac{e^{i\theta u}-1}{u}\,du,\qquad N=2\pi s^2\rho. \tag{5}
$$

Expanding the exponential, the coefficient of $(i\theta)^n/n!$ is the $n$th cumulant:

$$
\kappa_n=N\int_0^1u^{n-1}du=\frac Nn .
$$

The mean is $N$ and the variance $N/2$, so the relative variance is $1/(2N)$, in agreement with equation (1). The skewness is

$$
\frac{\kappa_3}{\kappa_2^{3/2}}=\frac{N/3}{(N/2)^{3/2}}
=\frac{2\sqrt2}{3\sqrt N}=\frac{2}{3s\sqrt{\pi\rho}}. \tag{6}
$$

It becomes small for $s^2\rho\gg1$, where the central part of the distribution becomes Gaussian. A far tail needs more care. For $q>0$, the inequality $e^{-x}\le1-x+x^2/2$ with $x=qu\ge 0$ gives

$$
\ln\langle e^{-qY}\rangle\le -qN+\tfrac14q^2N .
$$

The right side is the result for a Gaussian of the same mean and variance. The average $\langle e^{-qY}\rangle$, which gives low exposures the most weight, is thus smaller than its Gaussian value.

The tail probability follows from $\operatorname{sgn}x=(2/\pi)\int_0^\infty\sin(\theta x)\,d\theta/\theta$. Because $P(Y<y)=\frac12-\frac12\langle\operatorname{sgn}(Y-y)\rangle$,

$$
P(Y<y)=\frac12-\frac1\pi\int_0^\infty
\frac{\operatorname{Im}\left[e^{-i\theta y}\phi(\theta)\right]}{\theta}\,d\theta. \tag{7}
$$

For numerical work, the real and imaginary parts of equation (5) are cosine and sine integrals:

$$
\ln\phi=N\left[\operatorname{Ci}\theta-\gamma-\ln\theta+i\operatorname{Si}\theta\right],
$$

where $\gamma$ is Euler's constant.

A test with 60,000 patterns at $s=5$ nm and $\rho=0.02$ nm$^{-2}$, where $s^2\rho=0.5$, gave relative variance 0.1595 against 0.1592. The skewness was 0.520 against 0.532, and the probability of less than half the mean exposure was 0.0941 against 0.0922.

## Worked example

The parameters are round values, roughly typical of a chemically amplified organic resist: wavelength 13.5 nm, film thickness 40 nm, absorption coefficient 5 µm$^{-1}$ and total blur $s=5$ nm. The local dose at the line edge is 12 mJ/cm².

The photon energy is 91.84 eV. The dose corresponds to about 749 eV per nm², hence $749/91.84=8.16$ photons per nm². With $\alpha t=0.005\times40=0.2$, the absorbed fraction is $1-e^{-0.2}=0.181$, and $\rho=1.48$ nm$^{-2}$. Then

$$
4\pi s^2=314\ \mathrm{nm^2},\qquad
4\pi s^2\rho=464,\qquad
\frac{1}{\sqrt{464}}=4.64\%.
$$

The relative variance is 0.00215. An area equivalent to a disc of radius 10 nm contains about 464 absorbed photons on average.

The skewness is 0.062. Even so, the probability of receiving less than 80% of the mean exposure is $3.2\times10^{-6}$ from equation (7), while a Gaussian of the same variance gives $8.2\times10^{-6}$. The departure from a Gaussian, chiefly this small skewness, changes the tail by a factor of about 2.6.

## Depth within the film

Equation (1) treats the film as a plane. To see what this means, let absorption be uniform in depth, with volume density $\rho/t$, and let the vertical blur also have width $s$ and be reflected at both surfaces. The vertical kernel solves the diffusion equation with zero slope at the surfaces:

$$
K(z,z')=\frac1t+\frac2t\sum_{n\ge1}
\cos\frac{n\pi z}{t}\cos\frac{n\pi z'}{t}\,e^{-n^2\pi^2s^2/2t^2}.
$$

Its integral over $z$ is one. Averaging the exposure over depth therefore gives every absorption equal weight, and equation (1) applies to this average for any thickness.

At a fixed depth the variance contains $\int_0^tK^2dz'$. The cosines are orthogonal, and each squared cosine integrates to $t/2$, so

$$
\int_0^tK^2dz'=\frac{F(z)}t,\qquad
F(z)=1+2\sum_{n\ge1}\cos^2\frac{n\pi z}{t}\,e^{-n^2\pi^2s^2/t^2}. \tag{8}
$$

The mean is $\rho/t$ and the variance is $(\rho/t)(F/t)/(4\pi s^2)$. Dividing by the squared mean shows that $F$ multiplies equation (1).

For $t\ll s$, $F\to1$. Already at $t=s$ its surface value is 1.0001. For $t\gg s$ the surfaces do not affect mid-film, and the one-dimensional integral $\int g_1^2dz=1/(2\sqrt\pi s)$ gives

$$
F_{\rm mid}=\frac{t}{2\sqrt\pi\,s}. \tag{9}
$$

At a surface, reflection doubles the kernel on the half-space that remains. Its square is four times larger over half the range, so $F$ is twice the value in equation (9).

The example has $F=2.26$ in mid-film and 4.51 at a surface. A calculation that resolves depth should not use the planar variance for each layer.

## Random acids

Equation (1) also gives each photon the same weight and spreads it smoothly. In a more detailed model, a photon makes a Poisson number $M$ of acids with mean $m$. Each acid starts at an independent Gaussian displacement of width $a$, and diffusion then blurs it with width $b$. The total blur is $s^2=a^2+b^2$.

Let $W$ be the contribution of one photon at a given position. A Poisson number of independent contributions has variance equal to the mean number times $\langle W^2\rangle$, so the sum over cells gives $\rho\int\langle W^2\rangle d^2r$. Separating equal and different acids,

$$
\langle W^2\rangle=m\langle g_b^2\rangle+\langle M(M-1)\rangle\langle g_b\rangle^2,
\qquad \langle M(M-1)\rangle=m^2 .
$$

The angle brackets around $g_b$ average over the displacement, which turns $g_b$ into $g_s$. Integrating over the plane,

$$
\operatorname{Var}E=\frac{\rho}{4\pi}\left(\frac m{b^2}+\frac{m^2}{s^2}\right).
$$

The mean is now $m\rho$. Division by $m^2\rho^2$ gives equation (1) multiplied by

$$
1+\frac{s^2}{mb^2}. \tag{10}
$$

The added term disappears for many acids per photon. At fixed $a>0$ it grows without limit as $b\to0$, because unblurred acids are points.

In the middle of a thick film, the integral of the squared three-dimensional Gaussian is $1/(8\pi^{3/2}s^3)$. The same steps then replace $s^2/b^2$ by $s^3/b^3$, and the full factor is

$$
\frac{t}{2\sqrt\pi\,s}\left(1+\frac{s^3}{mb^3}\right). \tag{11}
$$

Take $a=3$ nm, $b=4$ nm and $m=2$. Equation (10) gives $1+25/32=1.78$, and equation (11) gives $2.257(1+125/128)=4.46$. A test of the latter with 40,000 simulated films, at $6\times10^{-4}$ absorptions per nm³, gave 4.41.

The relative standard deviation in mid-film is thus $4.64\%\times\sqrt{4.46}=9.8\%$. At the same 80% threshold, a Gaussian estimate of the low-exposure probability rises from $8.2\times10^{-6}$ to $2.1\times10^{-2}$. The second number is an extrapolation from the variance; inverting the characteristic function of the acid model, as in equation (7), gives $1.6\times10^{-2}$. The two numbers also refer to different quantities: the first to the depth-averaged exposure with smooth photon contributions, the second to a single point in mid-film. For the depth average with random acids the tail is $3.4\times10^{-4}$. The low-exposure probability thus spans several orders of magnitude depending on which quantity is considered, and equation (1) alone does not say which one governs a defect.

## A patterned exposure

Let the absorbed density be $\rho(1+V\cos kx)$. Averaging a cosine over a Gaussian of width $\sigma$ multiplies it by $e^{-k^2\sigma^2/2}$. The mean uses $g$, with $\sigma=s$. The variance uses $g^2$, which is $1/(4\pi s^2)$ times a normalized Gaussian of width $s/\sqrt2$. Therefore

$$
\langle E\rangle=\rho\left(1+Ve^{-k^2s^2/2}\cos kx\right),\quad
\operatorname{Var}E=\frac{\rho}{4\pi s^2}\left(1+Ve^{-k^2s^2/4}\cos kx\right).
$$

At the midpoint edge, where $\cos kx=0$, equation (1) is unchanged. At the dark centre, where $\cos kx=-1$, it is multiplied by

$$
\frac{1-Ve^{-k^2s^2/4}}{\left(1-Ve^{-k^2s^2/2}\right)^2}. \tag{12}
$$

For a pitch of 36 nm and $V=0.9$ this factor is 1.73. Here the absolute variance is lower in the dark region, but the squared mean is lower still. This order is not general: with the same $V$ and $s$, a pitch of 20 nm makes the factor slightly less than one, because blur flattens the mean more strongly than the variance.

Blur also weakens the image. To first order in the fluctuation, the edge moves by the relative noise divided by the relative slope $Vke^{-k^2s^2/2}$:

$$
\sigma_x=\frac{e^{k^2s^2/2}}{Vk\,s\sqrt{4\pi\rho}}. \tag{13}
$$

In the example the slope is 0.107 nm$^{-1}$ and $\sigma_x=0.0464/0.107=0.43$ nm. At fixed $\rho$, $V$ and pitch, setting the derivative of $\ln\sigma_x$ to zero gives $-1/s+k^2s=0$. The minimum lies at $s=1/k=5.7$ nm. More blur lowers the exposure noise but, beyond this point, increases the edge displacement in this planar model.

## Attenuation and depletion

Absorption falls with depth. Relative to its average over the film, the local density is $\alpha t\,e^{-\alpha z}/(1-e^{-\alpha t})$, which is 1.10 at the top and 0.90 at the bottom. At the bottom, the reflected blur also collects from the slightly denser layers above. The mean samples the density at an average height of $s\sqrt{2/\pi}=4.0$ nm, and the variance, which contains the squared kernel, at $s/\sqrt\pi=2.8$ nm. These relative densities are about 0.922 and 0.916, so the local relative variance is $0.916/0.922^2=1.08$ times the value for uniform absorption, an increase of about 8%.

Acid generators can also run out. Let $x$ be the expected number of hits per generator molecule. With random independent hits, the chance of none is $e^{-x}$, and the converted fraction is $f=1-e^{-x}$. Its response to a small relative change of exposure is

$$
\frac{d\ln f}{d\ln x}=\frac{xe^{-x}}{1-e^{-x}}=\frac{x}{e^x-1}. \tag{14}
$$

Take 0.2 generators per nm³, and read $m=2$ as the number of hits per photon, which equals the number of acids per photon when few generators have been used up. Then $x=2\times1.478/(40\times0.2)=0.37$. The converted fraction is 0.31 and the slope is 0.83. Depletion thus reduces the relative response to small exposure fluctuations by about 17%. This acts only on the photon term of equation (11). Depletion also lowers the acid yield to $0.309\times40\times0.2/1.478=1.67$ per photon, which raises the acid-count term. For generators placed at random, the mid-film factor becomes about $2.257\,(0.83^2+0.977\times2/1.67)=4.2$ instead of 4.46, so the standard deviation falls by only about 3%.

## Relation to a real resist

The wavelength is that of extreme-ultraviolet lithography. The thickness, absorption, blur, acid yield and generator density are of the rough size expected for organic chemically amplified films, but they vary between materials and are not measurements of a particular one. The dose is a local value at the edge, not the dose at the bright centre. In this example, relaxing both depth averaging and the assumption of smooth, equal contributions from all photons raises the relative variance in mid-film by a factor of 4.5. The size of each effect depends on the film thickness, the blur widths and the acid yield. Quencher molecules, non-Gaussian electron spread, and the development step are not included or sized. Equation (1) is therefore a photon-noise baseline for the depth-averaged exposure. Predicting defects also requires the acid statistics, the distribution tail and a model of how the resist dissolves. The numerical output gives the remaining values and comparisons.

## Table of computed values

```
EXAMPLE INPUTS (round, roughly typical)
wavelength: 13.5 nm
local dose at line edge: 12.0 mJ/cm2
film thickness: 40.0 nm
absorption coefficient: 5.0 1/um
electron width a, diffusion width b: 3.0, 4.0 nm
total blur s: 5.0 nm
mean acids per absorbed photon: 2.0
acid generator density: 0.20 1/nm3
image pitch: 36.0 nm; contrast V: 0.90
PLANAR RESULT
photon energy: 91.84 eV
incident photons: 8.155 1/nm2
absorbed fraction: 0.1813
absorbed density rho: 1.4783 1/nm2
effective area 4 pi s^2: 314.16 nm2
equivalent disc radius: 10.0 nm
absorbed photons in that area: 464.4
relative variance: 0.002153
relative standard deviation: 4.64 %
skewness: 0.0619
low-exposure threshold / mean: 0.80
probability below it, full distribution: 3.195e-06
probability below it, Gaussian: 8.159e-06
NEGLECTED EFFECTS (factors multiply relative variance)
depth-resolved, mid-film: 2.257; surface: 4.514
surface factor if thickness equals s: 1.00010
random acids, planar: 1.781
random acids and depth, mid-film: 4.461
resulting standard deviation: 9.80 %
Gaussian probability below threshold then: 2.064e-02
dark centre of image: 1.727
absorption / depth average, top: 1.103; bottom: 0.903
expected hits per generator molecule: 0.370
converted generator fraction: 0.309
logarithmic response slope: 0.827
INDEPENDENT TESTS (simulation; formula)
test density: 0.020 1/nm2; patterns: 60000
relative variance: 0.1595; 0.1592
disc-count relative variance: 0.1574; 0.1592
skewness: 0.520; 0.532
P(exposure < half mean): 0.0941; 0.0922
map s=3 nm, rho=0.05 1/nm2: 0.1763; 0.1768
  correlation at 2s: 0.369; 0.368
map s=6 nm, rho=0.02 1/nm2: 0.1102; 0.1105
  correlation at 2s: 0.367; 0.368
mid-film factor: 2.245; 2.257
planar acid factor: 1.779; 1.781
combined factor: 4.411; 4.461
image edge factor: 1.002; 1.000
dark-centre factor: 1.744; 1.727
depletion response slope: 0.827; 0.827
```
